# Control Variates for Paired Cheap and Expensive Energy Calculations

## A ratio to be explained

The mean energy of an HCl molecule over a given distribution of bond lengths can be estimated from 100 random CCSD(T) calculations with a standard error of 18.3 meV. If a Hartree–Fock calculation costs a twentieth of a CCSD(T) calculation, the same computing budget pays for the Hartree–Fock mean over the distribution and for 94 CCSD(T) calculations, each accompanied by a Hartree–Fock calculation at the same bond length. Combined with the best possible weight on the Hartree–Fock correction, they give a standard error of 3.5 meV. Yet the Hartree–Fock energies are not accurate to 3.5 meV: even when each method's energy is measured from its own value at 1.28 Å, the two differ by 126 meV at the longest bond considered.

What matters is how well the cheap energy predicts the fluctuations of the expensive one, and whether the cheap mean is known. The same question arises when an expensive electronic-structure method is averaged over thermal displacements, alloy configurations or defect arrangements in a chip material.

## Setting and assumptions

Let a random configuration be drawn from a fixed distribution. The expensive method assigns it the number $H$, the cheap method the number $L$. Write

$$
\mu_H=E[H],\qquad \mu_L=E[L],\qquad \sigma_H^2=\mathrm{Var}\,H,\qquad \sigma_L^2=\mathrm{Var}\,L,
$$

$$
C=E[(H-\mu_H)(L-\mu_L)],\qquad \rho=\frac{C}{\sigma_H\sigma_L}.
$$

Both variances are finite and positive. We draw $n$ independent configurations and run both methods on each, which gives pairs $(H_i,L_i)$ with averages $\bar H$ and $\bar L$. The two members of a pair may be strongly correlated; different pairs are independent. The cheap mean $\mu_L$ is known, and $\beta$ is a number fixed without looking at these $n$ draws. The control-variate estimator is

$$
M(\beta)=\bar H-\beta(\bar L-\mu_L). \tag{1}
$$

If the sampled configurations happen to have too high a cheap energy, and the two energies rise together, $\bar H$ is probably too high as well. The second term subtracts the expected part of that excess.

The target is $\mu_H$, the mean of the expensive method. The error of that method relative to nature is untouched by anything below.

## The mean and variance of the estimator

Since $E[\bar H]=\mu_H$ and $E[\bar L]=\mu_L$,

$$
E[M(\beta)]=\mu_H-\beta(\mu_L-\mu_L)=\mu_H .
$$

The estimator is therefore unbiased for every fixed $\beta$, good or bad. The choice of $\beta$ affects the scatter alone.

For the variance, define the fluctuation of one pair,

$$
D_i=(H_i-\mu_H)-\beta(L_i-\mu_L),\qquad E[D_i]=0,
$$

so that $M-\mu_H=\frac1n\sum_i D_i$. Squaring and averaging gives

$$
\mathrm{Var}\,M=\frac1{n^2}\sum_i E[D_i^2]+\frac1{n^2}\sum_{i\ne j}E[D_iD_j].
$$

Independence of different pairs makes $E[D_iD_j]=E[D_i]E[D_j]=0$ for $i\neq j$. The first sum has $n$ equal terms, hence

$$
n\,\mathrm{Var}\,M=E[D_1^2]=\sigma_H^2-2\beta C+\beta^2\sigma_L^2. \tag{2}
$$

The middle term comes from the cross product in the square, which is why it carries a factor 2 and a minus sign.

## The optimal coefficient

Complete the square in $\beta$:

$$
\beta^2\sigma_L^2-2\beta C=\sigma_L^2\left(\beta-\frac{C}{\sigma_L^2}\right)^2-\frac{C^2}{\sigma_L^2}.
$$

Because $C=\rho\,\sigma_H\sigma_L$, the last term is $-\rho^2\sigma_H^2$. Equation (2) becomes

$$
n\,\mathrm{Var}\,M=(1-\rho^2)\sigma_H^2+\sigma_L^2(\beta-\beta_*)^2,\qquad
\beta_*=\frac{C}{\sigma_L^2}=\rho\,\frac{\sigma_H}{\sigma_L}. \tag{3}
$$

The square cannot be negative and vanishes at $\beta=\beta_*$ alone. Therefore

$$
\boxed{\;\mathrm{Var}\,M(\beta_*)=(1-\rho^2)\,\frac{\sigma_H^2}{n}\;} \tag{4}
$$

The variance is multiplied by $1-\rho^2$. Equivalently, the fraction $\rho^2$ of it is removed. The standard error is multiplied by $\sqrt{1-\rho^2}$.

The coefficient $\beta_*$ is the slope of the best linear prediction of $H$ from $L$. The residual $R=H-\mu_H-\beta_*(L-\mu_L)$ satisfies

$$
E[R(L-\mu_L)]=C-\beta_*\sigma_L^2=0,
$$

so $L$ carries no linear information about the residual. What remains to be sampled is this residual, with variance $(1-\rho^2)\sigma_H^2$.

**Limits.** For $\rho=0$ the best coefficient is zero and nothing is gained. For $\rho=\pm1$ the residual has zero variance and, once $\beta_*$ and $\mu_L$ are known, a single pair suffices. The sign of $\rho$ is irrelevant to the gain, since $\beta_*$ takes the same sign. A constant error of the cheap method, or a constant nonzero scale factor, does not change $\rho^2$ either.

**A wrong coefficient.** From (2), the control lowers the variance when $\beta(\beta\sigma_L^2-2C)<0$, that is, when $\beta$ lies strictly between $0$ and $2\beta_*$. Beyond that interval it does harm. The plain difference correction, $\beta=1$, has

$$
\frac{n\,\mathrm{Var}\,M(1)}{\sigma_H^2}=1-\rho^2+(1-\beta_*)^2\frac{\sigma_L^2}{\sigma_H^2}. \tag{5}
$$

## HCl with every mean known

HCl is used as a process gas in chip fabrication; here it serves as a system small enough for complete checking. The cheap method is Hartree–Fock and the expensive one is CCSD(T) with the chlorine $1s$, $2s$ and $2p$ orbitals frozen, both in the cc-pVDZ basis. This reference leaves out corrections for the finite basis set, core correlation, higher excitations and relativistic effects.

The bond length takes 13 values from 1.04 to 1.52 Å in steps of 0.04 Å. Their probabilities are proportional to a Gaussian centred at 1.28 Å with width parameter 0.08 Å. This is a chosen sampling law, not a computed vibrational or thermal distribution. Each method's energy is measured from its own value at 1.28 Å. The energies and weights are listed in the numerical output.

The finite sums give

$$
\sigma_L=174.05\ \text{meV},\qquad \sigma_H=183.09\ \text{meV},\qquad C=31301.6\ \text{meV}^2 .
$$

Hence

$$
\beta_*=\frac{31301.6}{174.05^2}=1.033,\qquad
\rho=\frac{31301.6}{174.053\times183.091}=0.9822,
$$

and $1-\rho^2=1-0.9648=0.0352$. The standard error for a given number of pairs is multiplied by $\sqrt{0.0352}=0.188$.

These results were tested without using (3). All $13^4=28561$ ordered samples of four pairs were listed with their probabilities, the variance of $M(\beta)$ was computed from its definition, and the minimum was searched for numerically. The search gave $\beta=1.033$ and a variance factor of 0.0352.

The difference correction is almost as good here. Equation (5) gives

$$
0.03521+(0.03324)^2\left(\frac{174.05}{183.09}\right)^2=0.0362 .
$$

By (3), a relative error $\delta$ in the coefficient raises the least variance by the fraction $\rho^2\delta^2/(1-\rho^2)$. Here $\delta=0.03324/1.03324=0.0322$, and the increase is $(0.9648/0.0352)\times0.0322^2=0.028$, or about 3%. The error enters squared, but the higher the correlation, the more a given relative error costs. If $\beta_*$ were far from one, the difference correction could be much worse than the optimum.

The two means are $\mu_L=115.8$ meV and $\mu_H=114.1$ meV. Their closeness is not a consequence of the correlation. CCSD(T) lies above Hartree–Fock at short bonds and below it at long bonds, and with these weights and this energy zero the differences nearly cancel. Equation (4) would hold equally if the means were far apart.

## Why the correlation is not perfect

The two energy curves have their minima at different bond lengths: 1.2773 Å for Hartree–Fock and 1.2899 Å for CCSD(T). A harmonic model shows what this does. Let $x$ be the bond length measured from the sampling centre, Gaussian with variance $s^2$, and take

$$
H=\tfrac12k_H(x-a)^2,\qquad L=\tfrac12k_L(x-b)^2 .
$$

Expand the squares and drop constants, which do not affect covariances. With $\mathrm{Var}(x^2)=2s^4$, $\mathrm{Var}\,x=s^2$ and $\mathrm{Cov}(x^2,x)=0$,

$$
\sigma_H^2=k_H^2s^2\left(\tfrac{s^2}{2}+a^2\right),\quad
\sigma_L^2=k_L^2s^2\left(\tfrac{s^2}{2}+b^2\right),\quad
C=k_Hk_Ls^2\left(\tfrac{s^2}{2}+ab\right).
$$

In $1-\rho^2=(\sigma_H^2\sigma_L^2-C^2)/(\sigma_H^2\sigma_L^2)$ the force constants cancel. The terms $s^4/4$ and $a^2b^2$ cancel in the numerator, leaving $\frac{s^2}{2}(a^2+b^2-2ab)$. Thus

$$
1-\rho^2=\frac{\tfrac{s^2}{2}(a-b)^2}{\left(\tfrac{s^2}{2}+a^2\right)\left(\tfrac{s^2}{2}+b^2\right)}. \tag{6}
$$

In this model a wrong stiffness leaves the correlation unchanged and is absorbed by $\beta_*$, while a displaced minimum lowers the correlation. If $\beta$ is held at one instead, a wrong stiffness can do harm. With $s=0.08$ Å, $a=0.0099$ Å and $b=-0.0027$ Å, equation (6) gives 0.048. This has the size of the computed 0.035, but is not equal to it. The discrete, truncated sampling law is not what lowers the value: with the 13 bond lengths and weights used here, the same harmonic curves give 0.051. The difference comes from the anharmonicity of the real curves: with each real curve expanded about its own minimum, adding the cubic term to the harmonic one lowers the value from 0.051 to 0.035, and the quartic term moves it only to 0.036.

A direct test settles the cause for the real curves. The Hartree–Fock curve was moved outward by 0.0126 Å so that the minima coincide, and the correlation was recomputed. The factor $1-\rho^2$ fell from 0.035 to 0.0001. The displacement thus accounts for nearly all of the unexplained variance in this example.

## When the cheap mean must itself be sampled

Suppose $\mu_L$ is unknown and is replaced by the average $\tilde L$ of $N$ further independent cheap calculations. The estimator $\bar H-\beta(\bar L-\tilde L)$ is still unbiased. Since $\tilde L$ is independent of the pairs, it adds $\beta^2\sigma_L^2/N$ to the variance:

$$
n\,\mathrm{Var}=\sigma_H^2-2\beta C+\beta^2\sigma_L^2\left(1+\frac nN\right).
$$

Setting the derivative $-2C+2\beta\sigma_L^2(1+n/N)$ to zero gives

$$
\beta=\beta_*\frac{N}{N+n}.
$$

At this value the quadratic term is half the size of the linear one, so the sum of the two is $-\beta C$. With $\beta_*C=\rho^2\sigma_H^2$,

$$
\frac{n\,\mathrm{Var}}{\sigma_H^2}=1-\rho^2\frac{N}{N+n}. \tag{7}
$$

For $N/n\to\infty$ we recover (4); for $N/n\to0$ the gain disappears. With $n=N=2$ in the HCl example, the factor is $1-0.9648/2=0.518$, far from 0.035. Enumeration of all samples for $n=2$ and $N=1,2,3$ confirmed both the coefficient and (7).

A cheap mean that is merely assumed is more dangerous. If the value inserted in (1) is $\mu_L+\delta$, the estimate is shifted by $+\beta\delta$, and this bias does not shrink with $n$.

## Equal budgets

Let an expensive run cost 1, a cheap run $c$, and the determination of $\mu_L$ a single amount $K$. A budget $B$ buys $B$ plain expensive runs, or $(B-K)/(1+c)$ pairs. Ignoring rounding to whole runs, the variance ratio of control to plain sampling is

$$
\frac{(1-\rho^2)\sigma_H^2(1+c)/(B-K)}{\sigma_H^2/B}
=\frac{(1-\rho^2)(1+c)}{1-K/B}. \tag{8}
$$

The control pays when this is below one. If $K$ is negligible, the condition is $c<\rho^2/(1-\rho^2)$.

Take the chosen values $c=0.05$ and $B=100$. The cheap mean needs 13 cheap runs, so $K=13\times0.05=0.65$. Then $(100-0.65)/1.05=94.6$ allows 94 complete pairs, and

$$
\frac{183.09}{\sqrt{100}}=18.3\ \text{meV},\qquad
\frac{183.09\times0.18765}{\sqrt{94}}=3.54\ \text{meV}.
$$

These are the two standard errors of the opening. The second takes $\beta_*$ as known at no cost; the plain choice $\beta=1$, which needs no fit, gives $183.09\times\sqrt{0.0362/94}=3.59$ meV. Equation (8) gives the variance ratio $0.03521\times1.05/0.9935=0.0372$. With the number of pairs rounded down to 94, the expected ratio is $0.03521\times100/94=0.0375$. Random sampling with 20000 repetitions, whose sampling error is roughly 1.5%, also gave 0.0375.

Every draw is charged here as a fresh run. With 13 geometries one would in practice tabulate the 13 expensive energies and need no sampling. The accounting illustrates a configuration space too large for that.

If the cheap mean has to be sampled from the same budget, let $m=N+n$ be the total number of cheap runs. Since $N/[n(N+n)]=1/n-1/m$, equation (7) reads

$$
\frac{\mathrm{Var}}{\sigma_H^2}=\frac{1-\rho^2}{n}+\frac{\rho^2}{m},\qquad n+cm=B .
$$

By the Cauchy–Schwarz inequality,

$$
\left(\frac{1-\rho^2}{n}+\frac{\rho^2}{m}\right)(n+cm)\ \ge\ \left(\sqrt{1-\rho^2}+|\rho|\sqrt c\right)^2,
$$

with equality when $m/n=|\rho|/\sqrt{c(1-\rho^2)}$. This allocation is admissible if it gives $m\ge n$. Dividing by $B$ gives the least variance, and comparison with $\sigma_H^2/B$ gives the ratio to plain sampling,

$$
\left(\sqrt{1-\rho^2}+|\rho|\sqrt c\right)^2. \tag{9}
$$

For the present numbers this is $(0.188+0.220)^2=0.166$, reached with about 46 expensive and 1080 cheap runs. The standard error would be $18.31\times0.4073=7.5$ meV. Knowing the cheap mean at small cost is thus worth another factor of about two in standard error here.

## When the coefficient is estimated

The value of $\beta_*$ requires $C$, which involves the expensive energies and has to be estimated from some of them. Suppose a slope $b$ is obtained from a separate pilot sample. For given $b$ the estimator is unbiased and has variance (3) with $\beta=b$. Because its conditional mean is $\mu_H$ for every $b$, averaging over pilots adds no further term:

$$
n\,\mathrm{Var}\,M=(1-\rho^2)\sigma_H^2+\sigma_L^2E[(b-\beta_*)^2]. \tag{10}
$$

Least-squares slopes from three HCl pairs (set to zero if all three coincide) have a mean square error of 3.277. The resulting variance factor is

$$
0.0352+\left(\frac{174.05}{183.09}\right)^2\times3.277=3.00 ,
$$

three times the variance obtained with no control. Enumeration of the pilot and two subsequent pairs confirmed this.

The table of energies shows the reason. At 1.24 and 1.32 Å the Hartree–Fock energies are nearly equal, 26.46 and 30.08 meV, while those of CCSD(T) are 43.20 and 12.47 meV. A pilot that contains these two bond lengths and no other has the slope

$$
b=\frac{12.47-43.20}{30.08-26.46}=-8.5 .
$$

Each point has probability 0.1762, and six of the eight ordered choices contain both, so such pilots occur with probability $6\times0.1762^3=0.033$. They contribute $0.033\times(-8.5-1.03)^2\approx3.0$ to the mean square error of 3.277. A rare, badly conditioned fit dominates the result.

If $b$ is instead fitted to the same draws that enter $\bar H$ and $\bar L$, it can no longer be taken outside the expectation. The bias is

$$
E[M]-\mu_H=-E[b(\bar L-\mu_L)]=-\mathrm{Cov}(b,\bar L), \tag{11}
$$

where the last step uses $E[\bar L-\mu_L]=0$. There is a favourable special case. If the conditional mean of $H$ at given $L$ is linear in $L$, and the slope is always defined, then the average of $b$ at given cheap energies is $\beta_*$, and (11) vanishes. The HCl energies do not obey this: two branches of the potential, short and long bonds, share the same range of $L$.

For four pairs the bias is $-14.7$ meV, comparable with the ideal standard error $183.09\times0.18765/2=17.2$ meV. The actual scatter is far larger than this ideal: the estimator with fitted slope has a standard deviation of 99 meV, against 92 meV for four expensive runs without control. For 94 pairs, sampling gave a variance factor of 0.0382 in place of 0.0352, a loss of 8 to 9% in variance. That factor measures scatter alone and does not include the bias.

## Correlated configurations

Successive frames of a molecular-dynamics run are not independent, and the cross terms dropped before (2) survive. If every frame has the correct distribution, the estimator remains unbiased for fixed $\beta$, but its variance is

$$
\mathrm{Var}\,\bar H-2\beta\,\mathrm{Cov}(\bar H,\bar L)+\beta^2\,\mathrm{Var}\,\bar L .
$$

The same completion of the square, for $\mathrm{Var}\,\bar L>0$, gives $\beta=\mathrm{Cov}(\bar H,\bar L)/\mathrm{Var}\,\bar L$ and the factor $1-\bar\rho^2$, with $\bar\rho$ the correlation of the two averages. It need not equal the correlation within one frame, so the single-frame $\rho$ should not be used to quote an error bar for a correlated trajectory.

## Computed results

```
HCl, cc-pVDZ; energies relative to own value at 1.28 angstrom
bond (angstrom), weight, HF (meV), CCSD(T) (meV)
1.04  0.00222    1591.93    1684.37
1.08  0.00877    1013.50    1091.58
1.12  0.02702     594.46     657.84
1.16  0.06483     305.61     353.92
1.20  0.12111     122.88     155.69
1.24  0.17621      26.46      43.20
1.28  0.19968       0.00       0.00
1.32  0.17621      30.08      12.47
1.36  0.12111     105.61      69.34
1.40  0.06483     217.49     161.31
1.44  0.02702     358.21     280.65
1.48  0.00877     521.57     420.95
1.52  0.00222     702.46     576.92
mean HF energy mu_L = 115.846 meV
mean CCSD(T) energy mu_H = 114.109 meV
standard deviation HF = 174.053 meV
standard deviation CCSD(T) = 183.091 meV
covariance = 31301.6 meV^2
correlation rho = 0.98224; rho^2 = 0.96479
best coefficient, formula = 1.03324
best coefficient, search over listed samples = 1.03324
variance factor 1-rho^2, formula = 0.03521
variance factor, listed samples = 0.03521
standard-error factor = 0.18765
variance factor at beta=1, listed = 0.03621
unknown mean, n=2, N=1: beta = 0.34441, factor = 0.67840
unknown mean, n=2, N=2: beta = 0.51662, factor = 0.51761
unknown mean, n=2, N=3: beta = 0.61995, factor = 0.42113
three-pair pilot: mean square slope error = 3.27704
three-pair pilot: variance factor = 2.99670
same-sample slope, n=4: bias = -14.666 meV
same-sample slope, n=94: sampled factor = 0.0382
cost of cheap run = 0.05, setup = 0.65, budget = 100 expensive runs
draws at equal budget: plain 100, control 94
standard error, plain = 18.309 meV
standard error, control = 3.544 meV
equal-budget variance ratio, formula = 0.0372
equal-budget variance ratio, 20000 repeats = 0.0375
curve minimum HF = 1.2773 angstrom; CCSD(T) = 1.2899 angstrom
variance factor with minima aligned = 0.000099
```
